\section*{Height limit of a planar floating-zone meniscus}

\section{Problem}

A molten zone stands between a crystal below and a feed rod above. The melt has density $\rho$ and surface tension $\gamma$. Both rods are so wide that the curvature of the free surface around the zone may be neglected, which leaves a planar problem: one vertical section describes the whole surface. The melt is at rest and at uniform temperature, and the surrounding gas has uniform pressure.

Measure $z$ upwards from the edge of the crystal and $x$ horizontally outwards from that edge. Let $\phi$ be the tilt of the surface from the vertical, positive when the surface moves outwards on going up. The surface is taken to be vertical at both contact lines. At the lower line this means that the crystal grows as a cylinder with zero growth angle; at the upper line it is a condition of the model. The feed radius is free to differ from the crystal radius by a few capillary lengths.

\begin{enumerate}
\item Find the tilt as a function of height.
\item Find the heights $L$ for which such a surface exists, and evaluate the limit for silicon with the rough values $\gamma=0.73\ \mathrm{N/m}$ and $\rho=2530\ \mathrm{kg/m^3}$.
\item Find how the horizontal offset between the two edges behaves near the limit.
\item Decide whether the surface becomes unstable before the limit if its edges are held fixed.
\item Estimate the effect of a finite crystal radius.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Write the balance of pressure and surface tension along the arc length $s$, and multiply it by $\cos\phi=dz/ds$.
\item The two edge conditions fix the pressure in terms of $L$. Look for the height at which the surface leans most strongly, and ask what happens when it becomes horizontal there.
\item The offset is the integral of $\tan\phi$. Near the limit almost all of its growth comes from the middle of the zone.
\item Write the energy at given pressure as a functional of $x(z)$ and inspect its second variation.
\item Restore the second principal curvature, $\cos\phi/r$, and keep its first-order effect on both the pressure and the height.
\end{enumerate}

\section{Solution}

\subsection{Shape of the surface}

Let $p_0$ be the excess of the melt pressure over the gas pressure at $z=0$. At height $z$ the excess is $p_0-\rho gz$. A surface that bulges outwards has a tilt that falls on going up, so its curvature, counted positive for a bulge, is $-d\phi/ds$. The Young--Laplace balance is
\begin{equation}
-\gamma\,\frac{d\phi}{ds}=p_0-\rho g z .
\end{equation}
Take the capillary length
\begin{equation}
a=\sqrt{\frac{\gamma}{\rho g}}
\end{equation}
as the unit of length and set $P=p_0/(\rho g a)$. Dividing the balance by $\rho g a$, and using $\gamma/(\rho g a^2)=1$, gives
\begin{equation}
\frac{d\phi}{ds}=z-P .
\label{eq:arc}
\end{equation}
From here on $x$, $z$, $s$, $L$ and radii are in units of $a$ unless a unit is shown.

Multiply the left side by $\cos\phi$ and the right side by the equal quantity $dz/ds$:
\begin{equation}
\frac{d(\sin\phi)}{ds}=(z-P)\frac{dz}{ds}.
\end{equation}
Both sides are total derivatives. With $\phi=0$ at $z=0$, integration gives
\begin{equation}
\sin\phi=\frac{z^2}{2}-Pz=\frac{(z-P)^2-P^2}{2}.
\label{eq:first}
\end{equation}
Because the integration ran along the arc, this relation also holds if the surface overhangs.

\subsection{The greatest height}

At the upper edge $z=L$ the surface is again vertical, so
\begin{equation}
0=L\left(\frac L2-P\right),\qquad\text{hence}\qquad L=2P .
\end{equation}
The excess pressure is thus positive in the lower half of the zone, zero at mid-height and negative in the upper half. The surface first turns inwards and then back to the vertical. Its strongest inward tilt is at $z=P$, where
\begin{equation}
\sin\phi_{\rm mid}=-\frac{P^2}{2}=-\frac{L^2}{8}.
\label{eq:mid}
\end{equation}

To see what this implies, solve (\ref{eq:first}) for the distance from mid-height:
\begin{equation}
(z-P)^2=P^2+2\sin\phi\;\ge\;P^2-2 .
\end{equation}
If $P^2>2$, the right side is positive and the surface can never cross the level $z=P$. It becomes horizontal below that level, where (\ref{eq:arc}) still gives $d\phi/ds<0$, and turns downwards. It cannot reach the upper edge, with or without an overhang.

If $P^2=2$, the surface approaches the level $z=P$ with $\phi\to-90^\circ$. Put $u=z-P$. Then $\sin\phi=-1+u^2/2$ and $1-\sin^2\phi\simeq u^2$, so that $\tan\phi\simeq-1/|u|$. The integral of this function up to $u=0$ diverges: the surface runs inwards without end. A joining surface therefore requires $P^2<2$, or
\begin{equation}
L<2\sqrt2\,\sqrt{\frac{\gamma}{\rho g}}=2.828\,a .
\label{eq:limit}
\end{equation}
The right side is a supremum and is not attained. As a separate check, (\ref{eq:arc}) was integrated numerically along the arc while $P$ was raised until the surface no longer reached the upper edge. The limiting height found in this way is $2.8284\,a$.

For a silicon zone the capillary length and the limiting height are
\begin{align}
a&=\sqrt{\frac{0.73\ \mathrm{N/m}}{(2530\ \mathrm{kg/m^3})(9.807\ \mathrm{m/s^2})}}
=5.424\ \mathrm{mm},\\
2\sqrt2\,a&=2.828\times5.424\ \mathrm{mm}=15.3\ \mathrm{mm}.
\end{align}
With these rough material values, this means about 15 mm. Values of $\gamma$ in use for molten silicon range from about 0.72 to 0.88 N/m, which moves the limit between about 15 and 17 mm.

\subsection{Offset between the edges}

The feed edge lies at
\begin{equation}
X=\int_0^L\tan\phi\,dz
=2\int_0^P\frac{\sin\phi}{\sqrt{1-\sin^2\phi}}\,du ,
\end{equation}
since (\ref{eq:first}) is even in $u=z-P$. Define the distance from the limit by
\begin{equation}
e=1-\frac{L^2}{8},\qquad \sin\phi=-1+e+\frac{u^2}{2}.
\end{equation}
The factor that becomes small in the middle is $1+\sin\phi=e+u^2/2$, while $1-\sin\phi\simeq2$ there. Their product is $2e+u^2$. Choose a fixed $U$ with $\sqrt{2e}\ll U\ll1$. The part of the integral beyond $U$ tends to a finite value as $e\to0$. The inner part is
\begin{equation}
-2\int_0^U\frac{du}{\sqrt{u^2+2e}}
=-2\,\mathrm{arsinh}\frac{U}{\sqrt{2e}}
\simeq-2\ln\frac{2U}{\sqrt{2e}} .
\end{equation}
The dependence on $e$ is $-2\ln e^{-1/2}=-\ln(1/e)$, so
\begin{equation}
X=-\ln\frac1e+\text{constant}\qquad(e\to0).
\end{equation}
Each tenfold reduction of $e$ moves the feed edge inwards by $\ln10=2.303$ capillary lengths.

The computed offsets show this growth. At 99\,\% of the limiting height, $e=1-0.99^2=0.0199$ and $X=-4.404\,a$. At 99.9\,\%, $e=0.0020$ and $X=-6.740\,a$. The difference is $2.336\,a$, close to the asymptotic step.

For any fixed height below the limit, $X/R$ tends to zero as the crystal radius $R$ grows. In this sense the two rods have equal radii in the large-diameter limit. At a finite radius the offset can become a large part of $R$ near the greatest height, as the numbers for a round zone below show.

A silicon zone 14 mm high illustrates the sizes. Here $L=14/5.424=2.581$ and $P=L/2=1.2905$. The excess pressure at the lower edge is $\rho g$ times 7 mm, or 174 Pa. At mid-height
\begin{equation}
\sin\phi_{\rm mid}=-\frac{2.581^2}{8}=-0.833,\qquad \phi_{\rm mid}=-56.4^\circ .
\end{equation}
The offset is $-2.08\,a=-11.3$ mm. This is almost a quarter of the radius of a crystal 100 mm in diameter, so the feed is then clearly narrower than the crystal. The effect of the finite radius on the limiting height is estimated below.

\subsection{Stability with fixed edges}

At given pressure, the energy per unit length of the contact line, in units of $\gamma a$, is
\begin{equation}
F[x]=\int_0^L\left[\sqrt{1+x'^2}-(P-z)x\right]dz ,\qquad x'=\frac{dx}{dz}=\tan\phi .
\end{equation}
The first term is surface energy. The second combines the weight of the added melt with the work done by the pressure $P$. The Euler--Lagrange equation is
\begin{equation}
\frac{d}{dz}\frac{x'}{\sqrt{1+x'^2}}=z-P .
\end{equation}
The fraction equals $\sin\phi$, so this is the balance found above.

For a displacement $\eta(z)$ that vanishes at both edges, the term linear in $x$ does not contribute to the second variation. Differentiating the square root twice with respect to $x'$ gives
\begin{equation}
\delta^2F=\int_0^L\frac{\eta'^2}{(1+x'^2)^{3/2}}\,dz
=\int_0^L\cos^3\!\phi\;\eta'^2\,dz>0 .
\end{equation}
If $\eta$ also varies along the contact line, with coordinate $y$, the surface term becomes $\sqrt{1+x_z^2+x_y^2}$. It then adds $\cos\phi\,(\partial\eta/\partial y)^2$ to the integrand, which is not negative. Displacements that conserve the melt volume are a subset of those considered, so the conclusion holds for them too.

Every surface below the limit is therefore a minimum when its edges are fixed. The limit marks the loss of the surface that is vertical at both edges, not an instability. Pinned surfaces with other edge tilts exist above it: with tilts of $30^\circ$ at both edges, a single-valued surface of height $3.2$ exists and is a minimum by the same argument. The stiffness factor at mid-height does become small: with $\sin\phi_{\rm mid}=-1+e$, one has $\cos\phi_{\rm mid}\simeq\sqrt{2e}$. This argument says nothing about contact lines that move by melting or freezing.

\subsection{Finite crystal radius}

For a round zone the second principal curvature is $\cos\phi/r$, with $r=R+x$. Adding it to the balance gives
\begin{equation}
\frac{d(\sin\phi)}{dz}=z-P+\frac{\cos\phi}{r}.
\end{equation}
To first order in $1/R$, replace $r$ by $R$ and $\cos\phi$ by its planar limiting form. Let $C$ be the integral of that form over one half of the zone. The surface becomes horizontal near $z=P$ when
\begin{equation}
-\frac{P^2}{2}+\frac CR=-1,\qquad\text{so}\qquad
P\simeq\sqrt2+\frac{C}{\sqrt2\,R}.
\end{equation}
The upper edge is vertical when
\begin{equation}
L\left(\frac L2-P\right)+\frac{2C}{R}=0 .
\end{equation}
Set $L=2P+\delta$. To first order the first term is $P\delta$, hence $\delta=-2C/(PR)\simeq-\sqrt2\,C/R$. Therefore
\begin{equation}
L\simeq2\sqrt2+\frac{\sqrt2\,C}{R}-\frac{\sqrt2\,C}{R}=2\sqrt2 .
\end{equation}
The hoop curvature allows a higher pressure, which lengthens the zone, but it also turns the upper half back to the vertical sooner. The two first-order effects cancel.

Numerical integration of the full axisymmetric balance, with both edges vertical and the feed radius free, shows what remains. For a crystal radius of 50 mm, or $9.22\,a$, the limit is $2.754\,a$, about 14.9 mm. For 100 mm it is $2.810\,a$, about 15.2 mm. The shortfalls from the planar limit are $0.075\,a$ and $0.019\,a$: doubling the radius from 50 to 100 mm reduces the shortfall by a factor of about four. The decay is slightly slower than $1/R^2$ at larger radii: the factor is 3.7 between 400 and 800 mm. Unlike the planar supremum, the limit at finite radius is attained. It is a maximum of $L$ along the family, reached at a pressure slightly below the one at which the surface becomes horizontal, and beyond it the height falls again. At these limits the feed radii are only about 25 mm and 65 mm. The height is thus close to the planar value although the rods are far from equal.

\subsection{Comparison with a silicon process}

The material values are rough ones for molten silicon. Several neglected effects can be sized against the half-height pressure head at the limit, $\rho gL/2=190$ Pa.

With an assumed surface-tension slope of $-0.2\ \mathrm{mN/(m\,K)}$, a melt 30 K hotter has a limit 0.4\,\% lower if its density is taken as unchanged; the fall of the density on heating offsets part of this. An induction field of 5 mT peak at the surface exerts a mean magnetic pressure $B^2/(4\mu_0)=5.0$ Pa, or 2.6\,\% of the head. This pressure grows as $B^2$, so a field twice as strong would reach about 10\,\%. At 2 to 3 MHz, with an assumed conductivity of $1.2$ to $1.4\times10^6\ \mathrm{S/m}$ and an emissivity of 0.2 to 0.3, a peak field of 10 to 14 mT is needed for the induced heat to balance the radiation from the same area of molten silicon. Its magnetic pressure is 10 to 19\,\% of the head. Where the inductor heats the surface this strongly, the magnetic pressure is therefore about a tenth of the head or more, and a quantitative model has to include it. An assumed slow flow of 0.05 m/s has a dynamic pressure of 3.2 Pa, or 1.7\,\%; this grows as the square of the speed and reaches 27\,\% at 0.2 m/s. At 5 rpm and a radius of 50 mm, the centrifugal acceleration is 0.14\,\% of gravity. A uniform extra pressure merely shifts $P$ and leaves the limit unchanged; the part that varies over the surface matters.

When large silicon crystals are grown by the floating-zone method, the melt passes through the inductor in a narrow neck. This breaks the upper edge condition, and (\ref{eq:limit}) is then no limit on the whole process. Within the same planar model, without a magnetic field, a wide melt whose surface starts vertically at the crystal edge and levels out towards the neck rises by $P=\sqrt2$, which is half the limit, or 7.7 mm. The capillary length still sets the scale, but the coefficient belongs to the edge conditions.

\section{Variations}

\subsection{Other tilts at the edges}

\textit{Let the tilts be $\beta_0$ at the crystal and $\beta_1$ at the feed, both above $-90^\circ$ and at most $90^\circ$. Find the new limit.}

The first integral becomes
\begin{equation}
\sin\phi=\sin\beta_0+\frac{(z-P)^2-P^2}{2}.
\end{equation}
A surface that crosses $z=P$ needs $\sin\beta_0-P^2/2>-1$, or $P<\sqrt{2(1+\sin\beta_0)}$. At the upper edge
\begin{equation}
(L-P)^2=P^2+2\sin\beta_1-2\sin\beta_0 .
\end{equation}
The height of a crossing surface is $P$ plus the positive root, and it increases with $P$. Inserting the largest $P$ gives
\begin{equation}
L<\sqrt{2(1+\sin\beta_0)}+\sqrt{2(1+\sin\beta_1)} .
\end{equation}
A surface that stays on one side of $z=P$ has a height of at most $\sqrt{2|\sin\beta_1-\sin\beta_0|}$, which does not exceed this bound.

Silicon has a growth angle of roughly $11^\circ$: during cylindrical growth the melt surface leans outwards from the crystal by this amount. With the upper edge still vertical, the limit rises to $2.957\,a$, or 16.0 mm, which is 4.6\,\% above the value for zero growth angle. If instead the lower edge is vertical and the upper tangent may become horizontal, the limit is $2+\sqrt2=3.414$, or 18.5 mm. The condition at the feed is therefore essential to the result.

\subsection{Rods of equal radius}

\textit{Keep the lower edge vertical, but require $X=0$ and leave the upper tilt free. How high can the zone be?}

The tilt is negative for $0<z<2P$, so the surface must continue beyond $2P$ and return outwards. The upper edge cannot be vertical as well. For small tilts, $\tan\phi\simeq\sin\phi$, and
\begin{equation}
\int_0^L\left(\frac{z^2}{2}-Pz\right)dz=\frac{L^3}{6}-\frac{PL^2}{2}=0
\end{equation}
gives $L=3P$. As $P$ grows, the upper tangent turns towards the horizontal. It gets there when $L^2/2-PL=1$, or $L=P+\sqrt{P^2+2}$.

For the outward part use $u=\sqrt{P^2+2\sin\phi}$ and $u\,du=\cos\phi\,d\phi$, so that $\tan\phi\,du=\sin\phi\,d\phi/u$. Zero offset then requires
\begin{equation}
\int_0^{2P}\tan\phi\,dz+\int_0^{\pi/2}\frac{\sin\phi\,d\phi}{\sqrt{P^2+2\sin\phi}}=0 .
\end{equation}
The numerical root is $P=0.9616$, and
\begin{equation}
L=0.9616+\sqrt{0.9616^2+2}=2.672 ,
\end{equation}
or 14.5 mm for silicon. Surfaces that overhang at the feed continue the family to a greatest computed height of $2.753\,a$, or 14.9 mm, with an upper tilt of $116^\circ$. Such a surface rises above the level of the feed edge before it comes down to that edge, so it is possible only if the underside of the feed is hollowed upwards. With a flat underside the family ends at $2.672\,a$. The stability argument given above assumed a single-valued $x(z)$ and does not cover these overhanging surfaces.

\section*{Numbers as computed}
\begin{verbatim}
surface tension (rough) = 0.73 N/m
melt density (rough) = 2530 kg/m3
gravity = 9.8066 m/s2
capillary length a = 5.424 mm
limit, vertical edges, formula = 2.8284 a
limit, vertical edges, integrated = 2.8284 a
silicon height limit = 15.34 mm
height with coefficient 2.84 = 15.40 mm
2.84 relative to formula = 0.41 % higher
growth angle (rough) = 11 deg
limit with growth angle = 2.9575 a
  the same for silicon = 16.04 mm
limit, horizontal upper edge = 3.4142 a
  the same for silicon = 18.52 mm
equal rods, top horizontal: P = 0.9616, L = 2.6718 a
  the same for silicon = 14.49 mm
equal rods, fold: P = 1.050, L = 2.7530 a
  upper tilt at fold = 116.0 deg
  the same for silicon = 14.93 mm
example zone: height 14 mm = 2.5810 a, P = 1.2905
  pressure at lower edge = 173.7 Pa
  sin(phi) at mid-height = -0.8327
  tilt at mid-height = -56.4 deg
  edge offset = -2.082 a = -11.29 mm
offset at 90.0 % of limit = -1.931 a = -10.48 mm
offset at 95.0 % of limit = -2.701 a = -14.65 mm
offset at 99.0 % of limit = -4.404 a = -23.89 mm
offset at 99.9 % of limit = -6.740 a = -36.56 mm
offset growth per tenfold smaller e = 2.3026 a
lowest energy curvature at L = 2.4 a: 1.2537 (units of gamma/a^2)
crystal radius 9.22 a = 50.0 mm:
  limit 2.7538 a = 14.94 mm, change -0.0747 a
  feed radius there = 24.6 mm
crystal radius 18.44 a = 100.0 mm:
  limit 2.8096 a = 15.24 mm, change -0.0188 a
  feed radius there = 64.5 mm
crystal radius 100.00 a = 542.4 mm:
  limit 2.8277 a = 15.34 mm, change -0.0007 a
  feed radius there = 484.9 mm
half-height pressure head at limit = 190.3 Pa
gamma slope 0.2 mN/(m K), 30 K hotter: limit lower by 0.41 %
magnetic pressure, 5 mT peak = 4.97 Pa = 2.6 % of head
flow pressure, 0.05 m/s = 3.16 Pa = 1.7 % of head
rotation 5 rpm, radius 50 mm: centrifugal/gravity = 0.00140
\end{verbatim}
